# When a Double-Precision Kinetic Monte Carlo Clock Stalls or Slows Down

A simulation follows copper atoms that have leaked through a diffusion barrier into silicon. Its clock stands at $10^4$ s when it begins to resolve individual hops. The displacements are correct, and so is every random waiting time, yet the diffusion coefficient comes out four times too large. The fault lies in adding sub-picosecond waiting times to a large number: most of them are rounded away, so the measured duration of the burst is too short.

## Back of the envelope

A double-precision number carries 53 significant bits. Rounding to nearest makes a relative error of at most $u=2^{-53}\approx1.1\times10^{-16}$. On a clock reading $t=10^4$ s this is an absolute error of about

$$
u\,t\approx1.1\times10^{-16}\times10^4\ \text{s}\approx1.1\ \text{ps}.
$$

Increments below roughly one picosecond are therefore in danger. The estimate does not say what happens just above this limit, nor what happens when the increments are random. Both matter in kinetic Monte Carlo.

## The threshold for one increment

Let $2^e\le t<2^{e+1}$, with $t$ in seconds. Doubles in this interval, called a binade, are separated by

$$
h=2^{e-52}\ \text{s},
$$

so $t=mh$ with integer $m$. Add an increment $d>0$ and suppose that the sum stays in the same binade. Rounding to nearest gives

$$
\mathrm{fl}(t+d)=h\,\mathrm{round}\!\left(m+\frac dh\right)
=t+h\,\mathrm{round}\!\left(\frac dh\right),
$$

apart from ties. The last step holds because adding an integer does not change the distance to the nearest integer. If $d<h/2$, the clock does not move. If $d=h/2$, the tie goes to the even integer: an even $m$ stays, while an odd $m$ moves up once and is then even.

Since $8192\le10^4<16384$, we have $e=13$ and

$$
h=2^{-39}\ \text{s}=1.819\ \text{ps},\qquad \frac h2=0.91\ \text{ps}.
$$

The quick estimate was slightly high for a simple reason. Here $h/2=u\,2^e$, and $2^e\le t<2^{e+1}$, so $u\,t$ lies between $h/2$ and $h$. It can overestimate the threshold by up to a factor of two. The threshold itself doubles at each power of two: it is 0.0071 ps at 100 s and 58 ps at $10^6$ s.

## Equal increments

If every increment has the same length $d$, the ratio of recorded to true time is

$$
s_{\rm equal}=\frac{h}{d}\,\mathrm{round}\!\left(\frac dh\right).
$$

At $10^4$ s, increments of 0.9 ps give zero. Increments of 1.0 ps are each rounded up to 1.819 ps, so the clock runs 82% fast. At 3.0 ps it still runs 21% fast. Crossing the threshold therefore does not restore accuracy. The error of each step is at most $h/2$, or $h/(2d)$ relative to the step, and this becomes small when $d\gg h$.

Could equal picosecond steps, started from zero, bring the clock to its stopping point? It stops at the smallest power of two, $2^E$ s, whose half-spacing $2^{E-53}$ s is at least $d$. For $d=1$ ps this requires $2^E\ge10^{-12}\times2^{53}\approx9007$, hence a stop at 16384 s. In the binade just below, the spacing is $h'=2^{E-53}$ s and $h'/2<d\le h'$, so each step advances the clock by one spacing. That binade contains $2^{52}\approx4.5\times10^{15}$ spacings. At an assumed $10^6$ steps per second, crossing it would take 143 years of computing.

The practical danger is a different one: long increments, or an accelerated coarse model, carry the clock to a large value, and a burst of fast events follows.

## Exponential increments slow the clock

In kinetic Monte Carlo with constant total rate $R$, the waiting times are independent and exponentially distributed with mean $\tau=1/R$:

$$
P(d>a)=e^{-a/\tau}.
$$

Even when $\tau<h/2$, some waiting times exceed $h/2$ and are recorded. Let $K=\mathrm{round}(d/h)$ be the number of clock spacings recorded for one event. Ties have zero probability in this continuous distribution. For $k\ge1$, the condition $K\ge k$ means $d>(k-\tfrac12)h$. Define

$$
x=\frac{h}{2\tau}.
$$

Then

$$
P(K\ge k)=e^{-(k-1/2)h/\tau}=e^{x}e^{-2kx}.
$$

The mean of a non-negative integer variable is the sum of these tail probabilities, because a value $K$ is counted once for each $k\le K$. The geometric series gives

$$
\langle K\rangle=e^x\sum_{k=1}^{\infty}e^{-2kx}
=\frac{e^{x}e^{-2x}}{1-e^{-2x}}
=\frac{1}{e^x-e^{-x}}
=\frac1{2\sinh x}.
$$

The mean recorded increment is $h\langle K\rangle$, and the mean true increment is $\tau$. Since $h/\tau=2x$, the mean clock speed is

$$
\boxed{s(x)=\frac{h\langle K\rangle}{\tau}=\frac{x}{\sinh x}}.
$$

For long waiting times $x$ is small. With $\sinh x= x+x^3/6+\dots$,

$$
s\approx1-\frac{x^2}{6}=1-\frac{h^2}{24\tau^2}.
$$

Upward and downward rounding then nearly cancel on average. For short waiting times $\sinh x\approx e^x/2$, so $s\approx2xe^{-x}$: the clock slows exponentially but keeps a nonzero mean speed for this continuous distribution. A code that draws $d=-\tau\ln\xi$ from a uniform number $\xi>0$ with $b$ bits has a longest waiting time $b\ln2\,\tau$, and its clock stops completely once $x>b\ln2$, that is $x>22.2$ for 32 bits and $x>36.7$ for 53 bits. At $10^4$ s the loss is 1% for $\tau=3.7$ ps, and half speed is reached at $\tau=0.42$ ps.

The formula assumes a constant rate and a burst within one binade. If the rate changes from state to state, each state has its own $x$, and time averages are distorted. Take two states visited equally often, with mean waiting times of 1.113 ps and 0.139 ps. Their true residence times are in the ratio 8.0. The corresponding speeds are 0.897 and 0.0190, so the formula predicts a recorded ratio of

$$
8.0\times\frac{0.897}{0.0190}\approx380.
$$

Short-lived states almost vanish from an average weighted with clock differences.

## Copper behind a leaking barrier

Consider an anneal at 673 K (400 °C), with the clock brought to $10^4$ s by a coarse model. The hop-resolved burst follows $n=20$ independent interstitial copper atoms in a silicon cube of edge 2 µm. The inputs are rough typical values: hop barrier 0.18 eV, effective attempt frequency $10^{12}\ \text{s}^{-1}$ and lattice constant 0.543 nm. Each site has four neighbours, so the hop rate of one atom is

$$
\Gamma=4\times10^{12}\,e^{-0.18/0.0580}\ \text{s}^{-1}
=1.80\times10^{11}\ \text{s}^{-1}.
$$

The rates of all atoms add, and the mean waiting time is

$$
\tau=\frac1{20\,\Gamma}=0.278\ \text{ps},\qquad
x=\frac{1.819}{2\times0.278}=3.27,\qquad s=0.249.
$$

In a burst of one million hops, the true duration was 277.8 ns and the plain clock recorded 69.1 ns, a speed of 0.249. The missing 209 ns is $2\times10^{-11}$ of the total time. It is irrelevant to the length of the anneal but large for anything measured within the burst.

The diffusion coefficient shows this. In this model successive hop directions are chosen independently. On each of the two alternating sublattices the four hop vectors sum to zero, so the cross terms in the squared displacement average to zero. After $M$ hops of length $\ell$, $\langle r^2\rangle=M\ell^2$, and these hops take a mean time $M/\Gamma$. Hence, with $\ell=0.235$ nm,

$$
D=\frac{\langle r^2\rangle}{6\,\Delta t}=\frac{\Gamma \ell^2}{6}
=1.66\times10^{-5}\ \text{cm}^2/\text{s}.
$$

The run supplies 20 000 squared displacements, from 20 atoms in 1000 equal blocks of hops. For nearly Gaussian displacements each has a relative variance of about 2/3, so their mean has a sampling scatter of about 0.6%. Divided by the compensated time, it agrees with the formula within this scatter. With the plain clock the result is $6.7\times10^{-5}\ \text{cm}^2/\text{s}$, in line with the predicted inflation $1/s=4.01$.

At fixed temperature and clock reading, more mobile atoms make the loss worse. Five atoms gave a speed of 0.8966, against 0.8969 from the formula. Forty atoms gave 0.0178 against 0.0190. In that last run only about $10^6e^{-x}\approx1450$ waiting times are expected to exceed $h/2$, so the sampling scatter is about 2.6%. The 6% difference is 2.3 standard deviations, and this run is a less precise check than the others.

Some codes replace each random waiting time by its mean $1/R$. For 20 atoms all increments are then 0.278 ps, below the threshold, and the clock did not advance at all. A loop that ends when $t$ reaches a later target time would not finish if these conditions persisted.

## Keeping the lost part

Compensated summation stores a correction $c$, initially zero, beside the clock:

$$
y=\mathrm{fl}(d+c),\qquad t'=\mathrm{fl}(t+y),\qquad c'=y-(t'-t).
$$

Within one binade $t'-t=kh$ for an integer $k$, and this small multiple of $h$ is representable. Rounding to nearest ensures $|y-kh|\le h/2$. If $k=0$, then $c'=y$. Otherwise $y$ and $kh$ have the same sign and differ by at most a factor of two, and the difference of two such doubles is free of rounding error. Therefore

$$
t'+c'=t+y,
$$

and the remaining error arises in forming $y$. It is at most $u(d+h/2)$ per event, since $|c|\le h/2$. Summing over $N$ events of true total duration $T$, and allowing about $uT$ for reading out the result, gives to leading order

$$
|\text{error}|\lesssim u\left(2T+\frac{Nh}{2}\right)\approx1.6\times10^{-22}\ \text{s}
$$

for this burst. The observed error was zero at the resolution of the final double. This does not mean that every addition was free of error.

To reach this accuracy the duration is read as $(t'-t_0)+c'$, where $t_0$ is the clock at the start of the burst. The main clock $t'$ alone can still be wrong by $h/2$. This error does not accumulate: it is about $3\times10^{-6}$ of this burst, and it matters only for intervals not much longer than $h$. The order of operations must also be preserved: a compiler allowed to replace $t'$ by $t+y$ algebraically would reduce $c'$ to zero.

Compensation is not the only remedy. A local clock started at zero for the burst has an error of at most about $NuT\approx3\times10^{-17}$ s, because each of the $N$ additions acts on a number no larger than about $T$. Its observed error was $10^{-20}$ s. Adding $t_0$ to the local time rounds each reading by up to $h/2$. This error does not accumulate, but intervals comparable to $h$ should be taken from the local time itself.

## How far the example represents real silicon

The rounding threshold does not depend on the material, but the total rate does. The threshold does depend on the unit in which the clock is stored, because the binade edges move: kept in picoseconds, the same clock has $h/2=1.0$ ps and inflates $D$ about fivefold. Changing the hop barrier to 0.15 or 0.21 eV, with the other inputs fixed, changes the clock speed to 0.046 or 0.57, so the factor of four is specific to these inputs. An untested assumption about the motion is that hops have no memory. If the effective attempt frequency is taken as the vibration frequency, the vibration period is 0.18 of the residence time (0.04 for a 4.5 THz mode), and the barrier is about $3\,kT$, so successive hops may be correlated. This ratio signals the concern but does not give the resulting shift in $D$. With $10^{15}$ acceptors per cm³ and a pairing energy of 0.6 eV, the estimated ratio of trapped to free copper is 0.0025. This is an upper estimate: about 0.6 eV is the dissociation energy of a copper–boron pair, which includes the hop barrier. With a binding energy of about 0.43 eV the same estimate gives $1.3\times10^{-4}$. It grows in proportion to doping, reaching about 0.013 at $10^{17}$ per cm³, where trapping would lower the effective $D$ by about 1%. The unscreened Coulomb interaction at the mean copper spacing is 0.3% of $kT$. This is an upper bound, since intrinsic carriers at 673 K screen it over about 30 nm. The tunnelling correction to the hop rate is about 0.02% for a barrier frequency of 1 THz and grows as its square, to about 0.4% at 4.5 THz. Precipitation and capture at extended defects are left out. They would remove mobile atoms, lengthen $\tau$ and reduce the clock error.

The numerical output below lists the values used here.

## Computed results

```
Largest single increment lost, by bisection:
  clock         1 s: 0.000111 ps
  clock       100 s: 0.007105 ps
  clock     10000 s: 0.9095 ps
  clock   1000000 s: 58.21 ps
Clock spacing h at 1e4 s: 1.8190 ps
Clock speed (recorded/true) for equal increments at 1e4 s:
  increment 0.9 ps: 0.0000
  increment 1.0 ps: 1.8190
  increment 3.0 ps: 1.2127
Equal 1 ps increments from zero stop at: 16384 s
Steps in the last binade before the stop: 4.504e+15
Computing time for them at 1e6 steps/s: 143 years
Mean increment for 1% slowing at 1e4 s: 3.700 ps
Mean increment for half speed at 1e4 s: 0.418 ps
Temperature: 673.15 K, kT: 0.05801 eV
Hop barrier: 0.18 eV, attempt frequency: 1e+12 1/s
Lattice constant: 0.543 nm, hop length: 0.2351 nm
Hop rate of one atom: 1.7965e+11 1/s
Exponential increments, 1000000 events from 1e4 s:
  n= 5: tau 1.1133 ps, x 0.817, speed run 0.89657, formula 0.89686
  n=20: tau 0.2783 ps, x 3.268, speed run 0.24877, formula 0.24930
  n=40: tau 0.1392 ps, x 6.536, speed run 0.01780, formula 0.01896
n=20, mean increment used every time: advance 0.0 s
n=20 true burst duration: 277.791 ns
n=20 plain clock duration: 69.105 ns
n=20 compensated pair, error: 0.0e+00 s
n=20 local clock, error: 9.9e-21 s
n=20 lost time / total time: 2.09e-11
D from formula: 1.655e-05 cm2/s
D from run, compensated clock: 1.655e-05 cm2/s
D from run, plain clock: 6.655e-05 cm2/s
Predicted inflation of D, sinh(x)/x: 4.011
Neglected effects for n=20:
  clock speed if hop barrier is 0.15 eV: 0.0457
  clock speed if hop barrier is 0.21 eV: 0.5668
  vibration period / residence time (hop memory): 0.180
  acceptors 1e+15 1/cm3, binding 0.6 eV: trapped/free 2.49e-03
  copper density: 2.50e+12 1/cm3, mean distance: 737 nm
  Coulomb energy at that distance / kT: 2.88e-03
  tunnelling correction to hop rate (Wigner): 2.1e-04
  rms path in burst: 52.5 nm, box edge: 2000 nm
```
